# Overlap Factors for Hole Scattering in the Spherical Luttinger Model

## 1. A hole turned through a right angle

A hole at the top of a fourfold degenerate valence band carries an effective angular momentum \(J=3/2\). If it moves along \(z\), its heavy states have \(J_z=\pm3/2\) and its light states have \(J_z=\pm1/2\), in units of \(\hbar\). Let a weak electrostatic potential, smooth on the scale of a unit cell, scatter a heavy hole with \(J_z=3/2\) from \(z\) to \(x\) in a single event. The potential changes the wave vector but does not act on the angular momentum. How much of the unchanged spin state is heavy with respect to the new direction?

The heavy states of the new direction have \(J_x^2=9/4\), the light ones \(J_x^2=1/4\). If \(P\) is the heavy probability, then

\[
\langle J_x^2\rangle=\tfrac94P+\tfrac14(1-P)=\tfrac14+2P .
\]

The mean on the left also follows from the initial state. Since \(J_x^2+J_y^2+J_z^2=15/4\), and \(x\) and \(y\) are equivalent in an eigenstate of \(J_z\),

\[
\langle J_x^2\rangle=\tfrac12\left(\tfrac{15}{4}-\tfrac94\right)=\tfrac34 .
\]

Hence \(P=1/4\). At a right angle the heavy final states receive one quarter of the strength and the light ones three quarters. For reversal, \(\theta=180^\circ\), the operator \((\hat{\mathbf k}\cdot\mathbf J)^2\) is unchanged, so a heavy hole stays heavy with probability 1. The general angle needs the same argument, with the mean of \((\hat{\mathbf k}'\cdot\mathbf J)^2\) in place of \(\langle J_x^2\rangle\).

## 2. Hamiltonian and scattering matrix element

Hole energies are counted as positive. The spherical Luttinger Hamiltonian is

\[
H=\frac{\hbar^2}{2m_0}\left[\left(\gamma_1+\tfrac52\gamma_2\right)k^2-2\gamma_2(\mathbf k\cdot\mathbf J)^2\right],
\qquad \gamma_1>2\gamma_2>0 .
\]

It commutes with the helicity \(\hat{\mathbf k}\cdot\mathbf J\), whose eigenvalues are \(\lambda=\pm3/2,\pm1/2\). Replacing \((\mathbf k\cdot\mathbf J)^2\) by \(k^2\lambda^2\) gives

\[
\lambda^2=\tfrac94:\; E_h=\frac{\hbar^2k^2}{2m_0}(\gamma_1-2\gamma_2),
\qquad
\lambda^2=\tfrac14:\; E_l=\frac{\hbar^2k^2}{2m_0}(\gamma_1+2\gamma_2).
\]

Thus \(m_h=m_0/(\gamma_1-2\gamma_2)\) and \(m_l=m_0/(\gamma_1+2\gamma_2)\). Each band is a doublet.

In the envelope approximation a state in a crystal of volume \(\Omega\) is

\[
\psi_{\mathbf k\nu}(\mathbf r)=\Omega^{-1/2}e^{i\mathbf k\cdot\mathbf r}\sum_m\chi_{\nu m}(\hat{\mathbf k})\,u_m(\mathbf r),
\]

where the \(u_m\) are the four band-edge functions, orthonormal when averaged over a unit cell. Let \(V(\mathbf r)\) be a scalar potential that varies little across a cell. In its matrix element, \(u_{m'}^*u_m\) may then be replaced by its cell average \(\delta_{m'm}\), and

\[
\langle\mathbf k'\nu'|V|\mathbf k\nu\rangle=V_{\mathbf q}\,\langle\chi_{\nu'}(\hat{\mathbf k}')|\chi_\nu(\hat{\mathbf k})\rangle,
\quad \mathbf q=\mathbf k'-\mathbf k,
\quad V_{\mathbf q}=\frac1\Omega\int V e^{-i\mathbf q\cdot\mathbf r}d^3r .
\]

The two final states of a doublet have equal energy, so their squared matrix elements add. The overlap factor from band \(n\) to band \(n'\) is

\[
G_{nn'}=\sum_{\nu'\in n'}|\langle\chi'_{\nu'}|\chi_\nu\rangle|^2
=\langle\chi_\nu|P'_{n'}|\chi_\nu\rangle ,
\]

where \(P'_{n'}\) projects on the doublet \(n'\) belonging to \(\hat{\mathbf k}'\).

## 3. The general angle

Define

\[
Q(\hat{\mathbf k})=(\hat{\mathbf k}\cdot\mathbf J)^2-\tfrac54 .
\]

Its eigenvalue is \(9/4-5/4=+1\) for heavy states and \(1/4-5/4=-1\) for light states. Therefore \(Q^2=1\) and

\[
P_h=\tfrac12(1+Q),\qquad P_l=\tfrac12(1-Q).
\]

The model is invariant under joint rotations of \(\mathbf k\) and \(\mathbf J\). We may put \(\hat{\mathbf k}\) along \(z\) and \(\hat{\mathbf k}'=(\sin\theta,0,\cos\theta)\). With \(c=\cos\theta\) and \(s=\sin\theta\),

\[
Q'=c^2J_z^2+s^2J_x^2+sc\,(J_xJ_z+J_zJ_x)-\tfrac54 .
\]

We need this operator inside each initial doublet. First consider the elements between its two different members.

- \(J_x\) changes \(m\) by \(\pm1\), so \(J_x^2\) changes it by \(0\) or \(\pm2\). It cannot connect \(3/2\) with \(-3/2\), nor \(1/2\) with \(-1/2\).
- \(J_xJ_z+J_zJ_x\) has elements \((m+m')\langle m'|J_x|m\rangle\). They vanish for the heavy pair because \(m\) would have to change by 3, and for the light pair because \(m+m'=0\).

The mixed term has no diagonal elements. Those of \(J_x^2\) are \((15/4-m^2)/2\), by the argument of Section 1: \(3/4\) for heavy and \(7/4\) for light states. In the heavy doublet \(Q'\) is therefore the number

\[
\tfrac94c^2+\tfrac34(1-c^2)-\tfrac54=\tfrac32c^2-\tfrac12\equiv p ,
\]

and in the light doublet it is

\[
\tfrac14c^2+\tfrac74(1-c^2)-\tfrac54=-\tfrac32c^2+\tfrac12=-p .
\]

As operator statements, \(P_hQ'P_h=pP_h\) and \(P_lQ'P_l=-pP_l\). Insert them in the definition of \(G\):

\[
G_{hh}=\tfrac12(1+p),\quad G_{hl}=\tfrac12(1-p),\quad
G_{ll}=\tfrac12[1-(-p)],\quad G_{lh}=\tfrac12[1+(-p)] .
\]

With \(p=(3c^2-1)/2\),

\[
\boxed{G_{hh}=G_{ll}=\frac{1+3\cos^2\theta}{4},\qquad
G_{hl}=G_{lh}=\frac34\sin^2\theta .}
\]

The sum over both final bands is 1, because the four final spinors form a complete set. The factors contain neither \(\gamma_1\), \(\gamma_2\) nor the lengths of the wave vectors: in this model the spinors depend on direction alone. Since \(Q'\) is a plain number inside each doublet, every initial superposition has the same factor, and no average over initial states was taken.

If \(\gamma_2\to0\), the two bands merge and the separation into intraband and interband events loses its meaning. The total overlap 1 remains.

## 4. What the doublet sum hides

The factors do not apply to a transition between two chosen helicities. To find those amplitudes, build \(J=3/2\) from three spins \(1/2\) in symmetric states. Write \(C=\cos(\theta/2)\), \(S=\sin(\theta/2)\). The single spins along the new direction are \(u'=Cu+Sd\) and \(d'=-Su+Cd\), so

\[
\langle u'|u\rangle=C,\quad\langle u'|d\rangle=S,\quad
\langle d'|u\rangle=-S,\quad\langle d'|d\rangle=C .
\]

The state \(m=3/2\) is \(uuu\). Its overlap with \(u'u'u'\) is \(C^3\), and with \(d'd'd'\) it is \(-S^3\). The summed probability is

\[
C^6+S^6=(C^2+S^2)^3-3C^2S^2(C^2+S^2)=1-\tfrac34\sin^2\theta=\frac{1+3c^2}{4},
\]

where \(CS=\tfrac12\sin\theta\) was used.

The state \(m=1/2\) is \((uud+udu+duu)/\sqrt3\). Its overlap with the corresponding primed state contains nine products and a prefactor \(1/3\). In three products \(d'\) and \(d\) sit on the same spin, each giving \(C^3\); in six they sit on different spins, each giving \(-S^2C\). Hence

\[
A_{+}=C^3-2S^2C=C(C^2-2S^2)=\tfrac12C(3c-1).
\]

For the final state with helicity \(-1/2\), one spin is \(u'\) and two are \(d'\). Three products give \(S^3\) and six give \(-SC^2\):

\[
A_{-}=S^3-2SC^2=S(S^2-2C^2)=-\tfrac12S(3c+1).
\]

With \(C^2=(1+c)/2\) and \(S^2=(1-c)/2\), the sum is

\[
A_+^2+A_-^2=\tfrac18\left[(1+c)(3c-1)^2+(1-c)(3c+1)^2\right]
=\tfrac18(2+6c^2),
\]

which is \((1+3c^2)/4\) again.

At \(60^\circ\) the heavy probabilities are 0.4219 for keeping the helicity and 0.0156 for reversing it. The light ones are 0.0469 and 0.3906. Both pairs add to 0.4375, but a light hole that stays light mostly reverses its helicity, since \(3c-1=0.5\) is small there compared with \(3c+1=2.5\). A spin-resolved calculation needs these amplitudes and not \(G\).

## 5. Acoustic scattering with scalar coupling

Let a long acoustic wave with displacement \(\mathbf u\) shift all four band-edge states by \(a\,\nabla\cdot\mathbf u\). For now the shear part of the coupling is dropped. We assume that the phonon energy is small against both the hole energy and \(k_BT\). Scattering is then nearly elastic and the lattice obeys classical equipartition.

For a longitudinal mode of speed \(v\) in a medium of density \(\rho\), the mean potential energy per wave vector is

\[
\tfrac12\rho\Omega v^2q^2\langle|u_{\mathbf q}|^2\rangle=\tfrac12k_BT .
\]

Multiplying \(\langle|u_{\mathbf q}|^2\rangle\) by \(a^2q^2\) gives

\[
\langle|V_{\mathbf q}|^2\rangle=\frac{K}{\Omega},\qquad K=\frac{a^2k_BT}{\rho v^2}.
\]

This includes absorption and emission together and does not depend on \(\mathbf q\). Let \(D_n(E)\) be the density of states per volume for one member of doublet \(n\); for a parabolic band \(D_n\propto m_n^{3/2}\sqrt E\). The golden rule gives the total rate out of a state in band \(n\),

\[
\frac1{\tau_n}=\frac{2\pi K}{\hbar}\sum_{n'}D_{n'}\overline{G_{nn'}},
\qquad \overline{F}=\frac12\int_{-1}^{1}F\,dc .
\]

Since \(\overline{c^2}=1/3\),

\[
\overline{G_{hh}}=\tfrac14(1+1)=\tfrac12,\qquad
\overline{G_{hl}}=\tfrac34\left(1-\tfrac13\right)=\tfrac12 .
\]

For a current we must also count holes scattered into the state. Take equally populated doublets without coherence between states, and a disturbance \(\phi_n(E)\cos\vartheta\), where \(\vartheta\) is the angle between \(\mathbf k\) and the field. Averaging \(\cos\vartheta'\) over the azimuth of \(\mathbf k'\) around \(\mathbf k\) leaves \(\cos\theta\cos\vartheta\). The in-scattering terms are thus proportional to \(\overline{cG_{nn'}}\), which vanishes because every \(G_{nn'}\) is even in \(c\), so that \(cG_{nn'}\) is odd. Each band relaxes with its out-scattering rate:

\[
\frac1{\tau_h}=\frac1{\tau_l}=\frac{\pi K}{\hbar}(D_h+D_l).
\]

The two times agree at equal energy, not at equal wave number. Relative to a heavy band treated alone with unit overlap, the rate changes by the factor \(\tfrac12(1+D_l/D_h)\). The overlap halves the intraband rate, and the light band restores part of the loss. For \(\gamma_2\to0\), \(D_l=D_h\) and the factor returns to 1, as it must.

## 6. Piezoelectric scattering

In a piezoelectric crystal strain produces a polarization proportional to \(qu_{\mathbf q}\). Its longitudinal field is of the same order in \(q\), and the potential is smaller than the field by \(1/q\), hence proportional to \(u_{\mathbf q}\). Equipartition then gives \(\langle|V_{\mathbf q}|^2\rangle=B/(\Omega q^2)\). We replace the direction-dependent coupling by a constant \(B\) and neglect screening. We also neglect the splitting of the doublets that the missing inversion centre of such a crystal allows.

For a heavy intraband event \(q^2=2k_h^2(1-c)\). Momentum loss carries the weight \(1-c\), which cancels the same factor in \(q^2\):

\[
I_{hh}=\overline{\frac{(1-c)G_{hh}}{2k_h^2(1-c)}}
=\frac{\overline{G_{hh}}}{2k_h^2}=\frac1{4k_h^2}.
\]

With unit overlap it would be \(1/(2k_h^2)\), so the reduction is again one half. The total intraband out-scattering rate, without the weight \(1-c\), diverges logarithmically at \(c\to1\), where \(G_{hh}\to1\).

For heavy-to-light events at equal energy, \(q^2=k_h^2+k_l^2-2k_hk_lc=2k_hk_l(A-c)\), with \(A=(k_h^2+k_l^2)/(2k_hk_l)>1\). The out-scattering average is

\[
I_{hl}=\overline{\frac{G_{hl}}{q^2}}
=\frac{3}{16k_hk_l}\int_{-1}^{1}\frac{1-c^2}{A-c}\,dc .
\]

Write \(1-c^2=(A-c)(A+c)+(1-A^2)\). The first part integrates to \(2A\), the second to a logarithm:

\[
I_{hl}=\frac{3}{16k_hk_l}\left[2A+(1-A^2)\ln\frac{A+1}{A-1}\right].
\]

Two limits show its size. If \(k_l\to k_h\), then \(A\to1\), the bracket tends to 2 and \(I_{hl}\to3/(8k_h^2)\). The factor \(\sin^2\theta\) removes the forward singularity. If \(k_l\ll k_h\), then \(q^2\approx k_h^2\) and \(I_{hl}\to\overline{G_{hl}}/k_h^2=1/(2k_h^2)\).

These averages do not give a common relaxation time. The weight \(1/q^2\) favours \(c>0\), so \(\overline{cG_{hl}/q^2}\) is positive and holes scattered between the bands keep some of their direction. The disturbances \(\phi_h\) and \(\phi_l\) then obey coupled equations, which are not solved here.

## 7. Numbers for a model band

Take round model parameters \(\gamma_1=7\), \(\gamma_2=2\) and a hole energy of 25 meV. The masses are

\[
m_h=\frac{m_0}{7-4}=0.3333\,m_0,\qquad m_l=\frac{m_0}{7+4}=0.0909\,m_0 .
\]

From \(k=\sqrt{2mE}/\hbar\), \(k_h=0.4677\) and \(k_l=0.2442\ \mathrm{nm^{-1}}\). The density-of-states ratio is \(D_l/D_h=(3/11)^{3/2}=0.1424\).

For acoustic scattering the rate relative to the heavy-only rate with unit overlap is

\[
\tfrac12(1+0.1424)=0.571 .
\]

The angular averages of the two factors are equal, so the density of states decides the final band. A heavy hole goes to the light band in a fraction \(0.1424/1.1424=0.125\) of its events. A light hole goes to the heavy band in a fraction \(1/1.1424=0.875\).

For piezoelectric scattering \(I_{hh}=1/(4\times0.4677^2)=1.143\ \mathrm{nm^2}\). With \(A=1.2185\) the interband formula gives \(I_{hl}=2.156\ \mathrm{nm^2}\). Including the final densities of states,

\[
\frac{D_lI_{hl}}{D_hI_{hh}}=\frac{0.1424\times2.156}{1.143}=0.269 .
\]

This compares heavy-to-light out-scattering with heavy intraband momentum loss. It is not the interband share of the resistance. The numerical output below also lists the factors at several angles; they were tested against diagonalized Hamiltonians for 100 random pairs of wave vectors.

## 8. Where the factors fail

**Shear deformation.** A longitudinal wave has a strain proportional to \(\hat q_i\hat q_j\). In a spherical model its coupling, apart from a common amplitude, is \(W=a+bR\) with \(R=Q(\hat{\mathbf q})\). The term \(b\) acts on the spinors, so the bare overlap is insufficient. Transverse waves have no volume strain, but they too scatter holes through the shear coupling; they are not included here.

To find the new factor we need one identity. Relative to \(Q\), the operator \(Q'\) has diagonal blocks \(p\) and \(-p\), and off-diagonal blocks joining heavy and light states. The latter anticommute with \(Q\), and the diagonal blocks give \(2p\) in both doublets. Thus \(QQ'+Q'Q=2p\).

For \(|\mathbf k'|=|\mathbf k|\), \((\hat{\mathbf k}\cdot\hat{\mathbf q})^2=(\hat{\mathbf k}'\cdot\hat{\mathbf q})^2=(1-c)/2\). The quantity corresponding to \(p\) for either wave vector and \(\mathbf q\) is therefore

\[
t=\tfrac12\left[\tfrac32(1-c)-1\right]=\tfrac14(1-3c).
\]

Using \(R^2=1\) and \(RQR=2tR-Q\),

\[
W^2+WQW=(a^2+b^2+2abt)+(2ab+2b^2t)R+(a^2-b^2)Q .
\]

The heavy factor averaged over the initial doublet is \(F=\tfrac12\mathrm{Tr}(P'_hWP_hW)=\tfrac18\mathrm{Tr}[(1+Q')(W^2+WQW)]\). The traces are \(\mathrm{Tr}\,1=4\), \(\mathrm{Tr}\,Q=\mathrm{Tr}\,Q'=\mathrm{Tr}\,R=0\), \(\mathrm{Tr}\,Q'Q=4p\) and \(\mathrm{Tr}\,Q'R=4t\). Hence

\[
F=\tfrac12\left[a^2(1+p)+4abt+b^2(1-p+2t^2)\right].
\]

At \(90^\circ\), \(p=-1/2\) and \(t=1/4\). For \(a=1\), \(b=0.5\) this gives \(\tfrac12(0.5+0.5+0.406)=0.703\), against 0.25 for scalar coupling. In the forward limit (\(p=1\), \(t=-1/2\)) the formula gives \((a-b/2)^2=0.5625\), and at \(180^\circ\) (\(p=1\), \(t=1\)) it gives \((a+b)^2=2.25\), where scalar coupling gives 1 at both ends. A moderate shear term thus changes the angular law strongly. Because \(t\) is linear in \(c\), \(F\) is no longer even in \(c\), and the in-scattering terms of Section 5 do not vanish. In common semiconductors the shear constant is not small compared with \(a\). The equal times \(\tau_h=\tau_l\) and the factor \(\tfrac12(1+D_l/D_h)\) therefore describe the scalar model and not the acoustic scattering of a real crystal.

**Warping.** In a cubic crystal the products \(k_ik_j\) with \(i\ne j\) carry a third parameter \(\gamma_3\). Consider \([110]\to[1\bar10]\), a right angle. Apart from \(\gamma_1k^2\) and a factor \(-2k^2\), the two Hamiltonians (in units of \(\hbar^2/2m_0\)) contain

\[
M_\pm=\tfrac12(-\gamma_2Q_z\pm\gamma_3Y),\qquad Y=J_xJ_y+J_yJ_x ,
\]

because \(J_x^2+J_y^2-5/2=-Q_z\), with \(Q_z=Q(\hat{\mathbf z})\). Now \(Y\) is the difference of \(Q\) along \([110]\) and \([1\bar10]\). The identity above gives \(Y^2=1+1-2(-\tfrac12)=3\) and \(Q_zY+YQ_z=0\). Therefore

\[
M_\pm^2=\tfrac14(\gamma_2^2+3\gamma_3^2),\qquad
M_+M_-+M_-M_+=\tfrac12(\gamma_2^2-3\gamma_3^2).
\]

Dividing \(M_\pm\) by its positive eigenvalue gives operators that play the parts of \(Q\) and \(Q'\), with \(p\) replaced by \((\gamma_2^2-3\gamma_3^2)/(\gamma_2^2+3\gamma_3^2)\). The heavy factor is

\[
\tfrac12(1+p)=\frac{\gamma_2^2}{\gamma_2^2+3\gamma_3^2}.
\]

It is \(1/4\) for \(\gamma_3=\gamma_2\), but \(4/31=0.129\) for \(\gamma_2=2\), \(\gamma_3=3\). For \([100]\to[010]\) the mixed products vanish and the factor stays 0.25. With warping, the scattering angle alone no longer fixes the overlap.

**Other potentials and bands.** A potential that varies within a unit cell invalidates the cell average of Section 2. The matrix element then needs the band-edge functions themselves. The four-component description also requires a hole energy small against the split-off gap. For the model band of Section 7, 25 meV meets this condition if the gap is about 0.3 eV, but not if it is only a few tens of meV. In the spherical model the split-off band has only helicities \(\pm1/2\), so the heavy states do not mix with it and \(G_{hh}\) is unchanged. The light states do mix, and for a small gap \(G_{hl}\), \(G_{lh}\), \(G_{ll}\) and \(D_l\) must be computed from a Hamiltonian that includes the split-off band.

## Computed values

```
gamma1, gamma2 (dimensionless): 7.0, 2.0
hole energy: 25.0 meV
heavy, light mass: 0.3333, 0.0909 m0
heavy, light wave number: 0.4677, 0.2442 1/nm
density-of-states ratio light/heavy: 0.1424
largest factor error, 100 random pairs: 1.4e-15
theta (deg), heavy-heavy, light-light, heavy-light factors:
   0  1.0000  1.0000  0.0000
  30  0.8125  0.8125  0.1875
  60  0.4375  0.4375  0.5625
  90  0.2500  0.2500  0.7500
 120  0.4375  0.4375  0.5625
 150  0.8125  0.8125  0.1875
 180  1.0000  1.0000  0.0000
60 deg, 3/2 to 3/2 and -3/2: 0.4219, 0.0156
60 deg, 1/2 to 1/2 and -1/2: 0.0469, 0.3906
angular mean, intraband and interband: 0.5000, 0.5000
acoustic rate / heavy-only rate with unit overlap: 0.5712
acoustic interband share, from heavy: 0.1247
acoustic interband share, from light: 0.8753
piezo heavy intraband momentum loss, with/without overlap: 0.5000
piezo parameter A: 1.2185
piezo intraband momentum-loss average: 1.1430 nm^2
piezo interband out-scattering average: 2.1559 nm^2
piezo heavy-light out rate / heavy intraband momentum-loss rate: 0.2686
shear coupling b/a: 0.50
90 deg heavy-heavy factor with shear (a=1): 0.7031
warped model gamma3: 3.0
warped 90 deg heavy-heavy, [100] to [010]: 0.2500
warped 90 deg heavy-heavy, [110] to [1-10]: 0.1290
```
